\section*{Floating potential of a small isolated sphere in argon plasma}

\section*{The problem}

A small sphere of radius $a$ is at rest in the bulk of a low-pressure argon discharge. Far from the sphere, electrons and singly charged ions have equal density $n$ and Maxwellian velocity distributions. Temperatures are given as energies, with Boltzmann's constant absorbed:
\[
T_e=3\ \mathrm{eV},\qquad T_i=0.03\ \mathrm{eV},\qquad n=10^{10}\ \mathrm{cm^{-3}},\qquad a=0.1\ \mu\mathrm{m}.
\]
The sphere absorbs every particle that touches it and emits none. Particles come from infinity without collisions. The plasma potential is zero and the sphere's potential is
\[
V=-\eta\,\frac{T_e}{e},\qquad \eta>0,\quad e>0 .
\]
Write $\tau=T_i/T_e=0.01$ and $\mu=m_i/m_e$. The argon atomic mass of $39.948$ u, less one electron mass, gives $\mu=72820$. Currents $I_e$ and $I_i$ are magnitudes. The potential around the sphere is spherically symmetric and its magnitude falls steadily with distance.

\section*{Part (a): the collection cross-section}

\textbf{Question.} A particle has kinetic energy $E$ at infinity and potential energy $U(r)$ near the sphere. Which impact parameters $b$ lead to collection? When does the cross-section depend on the surface potential alone?

\textbf{Answer.} Let the speed at infinity be $v$, so that $E=mv^2/2$. Conservation of angular momentum gives the tangential speed $v_t=bv/r$, whose kinetic energy is $mv_t^2/2=Eb^2/r^2$. Conservation of energy leaves for the radial motion
\[
\tfrac12 m\dot r^2=E-U(r)-E\,\frac{b^2}{r^2}.
\]
To reach the surface, the particle must keep this positive at every $r>a$. Multiplying by $r^2/E$ turns the condition into $b^2<r^2[1-U(r)/E]$, so the critical impact parameter is
\begin{equation}
b_c^2=\min_{r\ge a}\; r^2\left[1-\frac{U(r)}{E}\right],
\label{eq:min}
\end{equation}
and nothing is collected if the minimum is negative. When the minimum lies at the surface, the orbit at $b_c$ grazes the sphere and
\begin{equation}
\sigma=\pi b_c^2=\pi a^2\left[1-\frac{U(a)}{E}\right].
\label{eq:sigma}
\end{equation}
This is the orbital-motion-limited (OML) cross-section.

For a repelled particle with $E>U(a)$, both $r^2$ and $1-U/E$ grow outwards, so the minimum is at $r=a$ and (\ref{eq:sigma}) holds. If $E<U(a)$, then $\sigma=0$. For an attracted particle the function is $r^2+r^2|U|/E$. The first term grows outwards, but the second can fall if $|U|$ drops faster than $1/r^2$. Equation (\ref{eq:sigma}) is then an assumption about the ions, examined in part (e).

\section*{Part (b): the two currents}

\textbf{Question.} Average the OML cross-section over the Maxwellian distributions to find $I_e$ and $I_i$.

\textbf{Answer.} For either species,
\[
I=ne\int_0^\infty v\,\sigma(v)\left(\frac{m}{2\pi T}\right)^{3/2}e^{-mv^2/2T}\,4\pi v^2\,dv .
\]
Put $x=mv^2/2T$. Then $v^2=2Tx/m$ and $v\,dv=(T/m)\,dx$, so $v^3dv=(2T^2/m^2)\,x\,dx$. The constants combine to
\[
4\pi\left(\frac{m}{2\pi T}\right)^{3/2}\frac{2T^2}{m^2}
=4\sqrt{\frac{T}{2\pi m}} .
\]
With $w=U(a)/T$, the cross-section is $\pi a^2(1-w/x)$, and the factor $x$ from $v^3dv$ gives
\begin{equation}
I=4\pi a^2 ne\sqrt{\frac{T}{2\pi m}}\int_{x_0}^{\infty}(x-w)e^{-x}\,dx,
\qquad x_0=\max(w,0).
\label{eq:avg}
\end{equation}

An electron has $U(a)=-eV=\eta T_e$, so $w=\eta$ and $x_0=\eta$. Substituting $x=\eta+y$ gives $e^{-\eta}\int_0^\infty y e^{-y}dy=e^{-\eta}$. An ion has $U(a)=eV=-\eta T_e$, so $w=-\eta/\tau$ and $x_0=0$; the integral is $1+\eta/\tau$. Hence
\begin{align}
I_e&=4\pi a^2ne\sqrt{\frac{T_e}{2\pi m_e}}\;e^{-\eta},\label{eq:Ie}\\
I_i&=4\pi a^2ne\sqrt{\frac{T_i}{2\pi m_i}}\left(1+\frac{\eta}{\tau}\right).\label{eq:Ii}
\end{align}
The factor $e^{-\eta}$ is the electron current relative to that on an uncharged sphere. It is smaller than the share of those electrons with enough energy, $(1+\eta)e^{-\eta}$, because angular momentum turns some of them away. The bracket in (\ref{eq:Ii}) is the gain from ions whose orbits are bent onto the sphere.

\section*{Part (c): the floating potential}

\textbf{Question.} Find the potential at which the sphere draws no net current. Show that it is unique, and evaluate it.

\textbf{Answer.} Set $I_e=I_i$ and divide by the common factors and by $\sqrt{T_i/m_i}$. Since $\sqrt{T_em_i/(T_im_e)}=\sqrt{\mu/\tau}$,
\begin{equation}
\sqrt{\frac{\mu}{\tau}}\;e^{-\eta}=1+\frac{\eta}{\tau}.
\label{eq:balance}
\end{equation}
The left side falls with $\eta$ and the right side rises. At $\eta=0$ the left side is $2699$ and the right side is $1$, while at large $\eta$ the right side is larger. There is one positive root.

Multiply (\ref{eq:balance}) by $\tau e^{\eta+\tau}$:
\[
(\eta+\tau)e^{\eta+\tau}=\sqrt{\mu\tau}\,e^\tau .
\]
The principal Lambert function $W$ is defined for positive $z$ by $W(z)e^{W(z)}=z$, so
\begin{equation}
\boxed{\;\eta=W\!\left(\sqrt{\mu\tau}\,e^\tau\right)-\tau\;}
\label{eq:W}
\end{equation}
Here $\sqrt{\mu\tau}=26.985$ and the argument is $27.256$. To find $w=W(27.256)$ by hand, take logarithms: $w+\ln w=3.3053$. From the trial value $w=2.4$, for which the left side is $3.2755$, one Newton step gives
\[
w=2.4+\frac{3.3053-3.2755}{1+1/2.4}=2.421 .
\]
Therefore
\[
\eta=2.421-0.010=2.411,\qquad V=-2.411\times3\ \mathrm{V}=-7.23\ \mathrm{V}.
\]
The sphere floats about $2.4\,T_e/e$ below the plasma. In (\ref{eq:balance}) the electron side is $2698.5\times0.08972=242.1$ and the ion side is $1+241.1=242.1$. Each current is $5.23$ pA. Neither $a$ nor $n$ affects $\eta$ within OML theory, because both currents are proportional to $na^2$.

\section*{Part (d): ion temperature and sensitivity}

\textbf{Question.} With $T_e$ and the gas fixed, how does $\eta$ change with $T_i$? How much does a small error in the ion current matter?

\textbf{Answer.} Multiply (\ref{eq:balance}) by $\tau$ and take logarithms:
\[
\tfrac12\ln(\mu\tau)-\eta=\ln(\eta+\tau).
\]
Differentiating with respect to $\ln\tau$, for which $d\tau/d\ln\tau=\tau$, gives
\[
\frac12-\frac{d\eta}{d\ln\tau}=\frac{1}{\eta+\tau}\left(\frac{d\eta}{d\ln\tau}+\tau\right),
\]
and hence
\[
\frac{d\eta}{d\ln\tau}=\frac1s\left(\frac12-\frac{\tau}{\eta+\tau}\right),
\qquad s=1+\frac1{\eta+\tau}.
\]
The slope is positive while $\eta>\tau$. Equation (\ref{eq:W}) gives $\eta=3.24$ for $T_i=0.3$ eV and $3.99$ for $T_i=3$ eV. Warmer ions make the sphere more negative. The reason appears in (\ref{eq:Ii}) when $\eta\gg\tau$: the current is then proportional to $\sqrt{T_i}\,(\eta T_e/T_i)$, or $\eta T_e/\sqrt{T_i}$. Slow ions arrive less often, but their larger capture cross-section outweighs this.

As $\tau\to0$, (\ref{eq:W}) formally gives $\eta\to\sqrt{\mu\tau}\to0$. This limit is only formal. With $a$, $n$ and $T_e$ fixed, the loss of ion current calculated with the linearised screening of part (e) rises from $0.007\,\%$ at $\tau=10^{-2}$ to about $39\,\%$ at $\tau=10^{-4}$, with $\eta$ taken from (\ref{eq:W}) at each $\tau$. For the two larger spheres of part (e), at $\tau=10^{-2}$, that screening exaggerates the loss more than tenfold, so these numbers do not show where OML theory fails. They show only that its validity for very cold ions needs a better potential to judge.

Now multiply the ion current by $1+\delta$ with $|\delta|\ll1$. The logarithm of the balance changes by $-d\eta=\delta+d\eta/(\eta+\tau)$, so
\begin{equation}
d\eta=-\frac{\delta}{s},\qquad s=1.413 .
\label{eq:sens}
\end{equation}
A 10\,\% error in ion current moves $\eta$ by about $0.07$.

\section*{Part (e): when is the sphere small enough?}

\textbf{Question.} Take the screened potential $V(r)=V(a/r)e^{-(r-a)/\lambda}$ with $\lambda^{-2}=\lambda_e^{-2}+\lambda_i^{-2}$ and $\lambda_{e,i}^2=\epsilon_0T_{e,i}/(ne^2)$. Does OML theory hold for all ions? Estimate the effect of the sphere's size.

\textbf{Answer.} For an ion, (\ref{eq:min}) becomes
\[
b_c^2=\min_{r\ge a}\left[r^2+\frac{\eta T_e}{E}\,a r\,e^{-(r-a)/\lambda}\right].
\]
As $E\to0$ the second term grows without limit at $r=a$. Many screening lengths away it is suppressed exponentially, so the function is smaller there than at the surface. The minimum has moved outwards, and an angular-momentum barrier turns back ions that (\ref{eq:sigma}) counts as collected. With this potential, some slow ions in a Maxwellian therefore violate OML theory at any $a/\lambda$. What matters is how many.

With $x=E/T_i$, the average in part (b) replaces $1+\eta/\tau$ by $\int_0^\infty x e^{-x}(b_c^2/a^2)\,dx$. The lengths are $\lambda_e=129\ \mu$m, $\lambda_i=12.9\ \mu$m and $\lambda=12.8\ \mu$m. Numerical minimisation and quadrature give the table below. The loss is relative to (\ref{eq:Ii}) at $\eta=2.411$; the last column solves the balance again.

\begin{center}
\begin{tabular}{ccc}
$a$ ($\mu$m) & ion current loss & new $\eta$\\
0.1 & 0.007\,\% & 2.411\\
1 & 1.4\,\% & 2.421\\
10 & 77\,\% & 3.73
\end{tabular}
\end{center}

The given sphere is safely small by this measure. The losses in the last two rows are not predictions: linearised screening requires $|eV(r)|\ll T_i$, whereas at the surface the ratio is $241$. The linearised potential falls too fast with distance and so exaggerates the barriers. Solving Poisson's equation with Boltzmann electrons and absorbed, collisionless ions at $\eta=2.411$ lowers the loss to about $0.13\,\%$ for $a=1\ \mu$m and $4.5\,\%$ for $a=10\ \mu$m. These values belong to the strictly collisionless model: they leave out trapped ions, which even rare collisions supply and which add to the screening.

\section*{Part (f): charge, charging time and fluctuations}

\textbf{Question.} Find the charge, the relaxation time of a small disturbance, and the spread caused by the random arrival of single charges.

\textbf{Answer.} The screened potential has surface field $-V'(a)=V(1/a+1/\lambda)$. Gauss's law gives $Q=CV$ with
\[
C=4\pi\epsilon_0a\left(1+\frac a\lambda\right)=11.2\ \mathrm{aF}.
\]
Thus $Q=-8.11\times10^{-17}$ C, or about $-506\,e$. Screening adds less than 1\,\% to $C$, so its crude treatment matters little here: nonlinear collisionless screening adds 0.5\,\% in place of 0.8\,\%, which gives about $-505\,e$.

The charge obeys $C\,dV/dt=I_i-I_e$, that is, $(CT_e/e)\,d\eta/dt=I_e-I_i$. Near balance, with both currents equal to $I$, (\ref{eq:Ie}) and (\ref{eq:Ii}) give $dI_e/d\eta=-I$ and $dI_i/d\eta=I/(\eta+\tau)$. A small deviation therefore decays as $e^{-t/t_r}$, with
\[
t_r=\frac{CT_e}{eIs}=4.5\ \mu\mathrm{s}.
\]
The balance is stable.

Let $\nu$ be the deviation of the excess electron number from its mean. An electron arrival changes $\nu^2$ by $2\nu+1$, and an ion arrival changes it by $-2\nu+1$. The difference of the arrival rates is $-\nu/t_r$ and their sum is about $2I/e$, so
\[
\frac{d\langle\nu^2\rangle}{dt}=-\frac{2\langle\nu^2\rangle}{t_r}+\frac{2I}{e}.
\]
In the steady state $\langle\nu^2\rangle=It_r/e=CT_e/(e^2s)$. The root-mean-square spread is $12$ electrons, or $0.17$ V. The calculated $V$ is a mean about which the potential of a single sphere wanders by some 2\,\%.

\section*{Part (g): the real discharge}

\textbf{Question.} Suppose that the argon pressure is 5 mTorr. Which omitted effects change the answer appreciably? Change one at a time.

\textbf{Answer.} \emph{Collisions.} A charge exchange near the sphere replaces a passing ion by a slow one that may be trapped and later collected. Take trapping to occur within $R$, where the attraction equals $3T_i/2$; this gives $R=8.4\ \mu$m. The inward ion flow through that surface is $\pi R^2n\bar v$, with $\bar v$ the mean ion speed, and the mean chord is $4R/3$. For free path $\ell$, the extra flow is $\tfrac43\pi R^3n\bar v/\ell$. Dividing by the flow $\pi a^2n\bar v$ to an uncharged sphere adds $4R^3/(3a^2\ell)$ to $1+\eta/\tau$. A rough cross-section of $10^{-14}\ \mathrm{cm^2}$, with the gas at the ion temperature, gives $\ell=7.2$ mm. On this estimate the ion current rises by 4.5\,\% and $\eta$ becomes $2.38$. At 50 mTorr, with the plasma parameters held fixed, the gain is 45\,\% and $\eta=2.17$. These are rough estimates, uncertain by a factor of several. The sharp cutoff at $R$ matters: counting every ion that is created with thermal energy and negative total energy, at any distance, would give a gain at 5 mTorr of about 24\,\% with the linearised potential and about 37\,\% with nonlinear collisionless screening, although some of those ions would be freed by later collisions. The ions are given their undisturbed density and speed, and $R$, which enters cubed, is found from linearised screening although the attraction inside $R$ is not small compared with $T_i$. Nonlinear screening by collisionless ions would raise $R$ to about $9.5\ \mu$m and the gain at 5 mTorr from 4.5\,\% to between 6 and 7\,\%.

\emph{Electron distribution.} Inelastic collisions can deplete the fast electrons. As a model, take the Druyvesteyn energy distribution, proportional to $\sqrt E\,e^{-cE^2}$, with the same mean energy $3T_e/2$. Averaging (\ref{eq:sigma}) over it numerically gives $\eta=2.12$.

\emph{Emission and crowding.} If each ion releases $0.1$ electron, a rough yield, the ion term gains a factor $1.1$ and $\eta=2.34$. If other spheres hold 10\,\% of the negative charge, the electron term gains a factor $0.9$ and again $\eta=2.34$. At fixed ion density this takes about $2\times10^6$ spheres per $\mathrm{cm^3}$. Photoemission is not estimated here.

\emph{Ion flow.} Near a sheath edge the ions stream at about the Bohm speed $\sqrt{T_e/m_i}$, with energy $E=T_e/2$. Treating them as a beam, (\ref{eq:sigma}) gives $\sigma=\pi a^2(1+2\eta)$. With equal electron and ion densities, the balance is
\[
\sqrt{\frac{8\mu}{\pi}}\,e^{-\eta}=1+2\eta,
\]
whose root is $\eta=3.89$, or $V=-11.7$ V. Fast ions are focused much less, so the sphere must repel more electrons.

Of the effects sized in this part, ion flow moves the result most. The value $2.4\,T_e/e$ therefore belongs to a small sphere in the quiet bulk plasma, where the ions are nearly as cold as the gas and drift much more slowly than the Bohm speed. For a Maxwellian of temperature $T_i$ drifting at a tenth of that speed, the OML balance already gives $\eta=2.52$; at three tenths it gives $3.04$. It should not be carried over to a particle suspended near a sheath.
